Deep donors can raise the doping read from high-frequency C-V slopes

Suppose the slope of a 1 MHz capacitance-voltage measurement on an n-type Schottky diode is read as the density of shallow donors, on the ground that deep traps cannot follow 1 MHz. In the diode worked out below, that reading is 1.30×10¹⁷ cm⁻³, while the shallow density is 1.00×10¹⁷ cm⁻³. A bulk electron density taken from the slope would be 30 % too high, and a mobility obtained by dividing a measured conductivity by that density would be too low. The deep donors do ignore the 1 MHz signal. They ionize during the slow dc sweep, and the slope compares capacitances at different dc voltages.

**The counter-example**

The diode has a 400 nm film at 300 K, with relative permittivity 12, so that ε = 1.0625×10⁻¹² F/cm. The effective mass is 0.34 electron masses and the Schottky barrier is 0.90 eV. The shallow donors, all ionized, have density N_D = 1×10¹⁷ cm⁻³. The deep donors have density N_T = 5×10¹⁶ cm⁻³ and lie E_d = 0.60 eV below the conduction-band edge E_c. They are neutral when filled and positive when empty. Both densities are uniform.

First, the time scales. An ionized deep donor captures electrons at the rate σvn, where σ = 10⁻¹⁵ cm² is the cross-section, v the thermal speed and n the electron density. A filled one emits at the rate e_n. If p is the ionized fraction, equilibrium requires

e_n(1 − p) = σvn p.

Let the filled state have degeneracy g = 2 relative to the empty one. Then (1 − p)/p = g exp[(E_F − E_T)/kT], where E_F is the Fermi level and E_T the trap level. With n = N_c exp[−(E_c − E_F)/kT] for non-degenerate electrons, E_F cancels:

e_n = σvN_c exp(−E_d/kT)/g.

Here v = (3kT/m)^½ = 2.0×10⁷ cm/s and N_c = 4.975×10¹⁸ cm⁻³, which gives e_n = 4.15 s⁻¹, or an emission time of 0.241 s. The angular frequency of a 1 MHz signal is 1.5×10⁶ times larger than e_n, so the traps are frozen during an ac cycle. A dc sweep at 0.1 V/s, however, moves by only 0.024 V in one emission time. The traps follow it closely.

Next, where they ionize. Let x run from the metal into the film, and let ψ(x) be the upward band bending in volts, zero in the neutral bulk. The trap level rises with the band, so

p = 1/{1 + g exp[(Δ − qψ)/kT]},  Δ = E_d − (E_c − E_F)_bulk.

The bulk value of E_c − E_F is kT ln(N_c/N_D) = 0.101 eV, hence Δ = 0.499 eV. Half of the traps are ionized where the exponential equals 1/g:

ψ_λ = (Δ + kT ln g)/q = 0.499 + 0.018 = 0.517 V.

Deeper in the film, where ψ is smaller, the traps are filled and neutral. The outer part of the depletion region therefore contains shallow charge alone. Write θ = kT/q = 0.02585 V. In that part Poisson's equation is

ψ″ = (qN_D/ε)[1 − exp(−ψ/θ)].

Multiplying by ψ′ and integrating from the bulk, where ψ and ψ′ vanish, gives

½(ψ′)² = (qN_D/ε){ψ − θ[1 − exp(−ψ/θ)]}.

Once ψ is several times θ, the exponential can be dropped and (ψ′)² = (2qN_D/ε)(ψ − θ). There the field also grows linearly towards the metal, |ψ′| = (qN_D/ε)(W − x), and this relation defines the depletion edge W. Equating the two expressions for the field,

ψ − θ = (qN_D/2ε)(W − x)².

Setting ψ = ψ_λ gives the distance λ from the edge to the boundary of ionized traps:

λ = [2ε(ψ_λ − θ)/(qN_D)]^½ = 80.7 nm.

This distance does not depend on the applied voltage. As W grows, the trap boundary at W − λ moves with it.

Now replace the gradual trap boundary, a few θ wide in potential, by a sharp one. For x < W − λ the field is

|ψ′| = (q/ε)[N_D(W − x) + N_T(W − λ − x)].

Integrating up to the metal, where the band bending is ψ_s = V_bi + V_R, gives

V_bi + V_R − θ = (q/2ε)[N_D W² + N_T(W − λ)²].  (1)

V_R is the reverse bias, counted positive, and V_bi = 0.90 − 0.101 = 0.799 V. Equation (1) is quadratic in W; the root larger than λ is 178.8 nm at 2 V and 228.8 nm at 4 V. As a check at 4 V, the two terms on the right are 3.95 V and 0.83 V, and their sum agrees with the 4.77 V on the left to rounding.

The ac signal moves the edge W while the trap charge stays fixed. A shift δW uncovers the charge qN_D δW per area at distance W from the metal, and so changes the surface potential by (q/ε)N_D W δW. The ratio is the capacitance per area:

C = ε/W.

This gives 59.4 nF/cm² at 2 V and 46.4 nF/cm² at 4 V. With the unrounded widths, C⁻² = W²/ε² rises from 2.832×10¹⁴ to 4.637×10¹⁴ cm⁴/F², a slope of 9.02×10¹³ cm⁴/(F² V). The usual doping formula then yields

N_app = 2/[qε d(C⁻²)/dV_R] = 1.30×10¹⁷ cm⁻³.

No trap has responded at 1 MHz, yet the reading exceeds N_D by 30 %.

**The correct general statement**

Let the traps have any ionized fraction p(x,t), provided that they are neutral near the depletion edge and frozen during an ac cycle. Define the first moment of their ionized fraction,

I = ∫₀^W x p dx.

Then, as the dc bias is swept, the high-frequency slope measures

N_app = N_D + N_T (dI/dt)/(W dW/dt).  (2)

Two limits follow.

Traps frozen during the dc sweep as well: N_app = N_D.

Traps in equilibrium with the dc bias: N_app = N_D + N_T(1 − λ/W).  (3)

Thus a high ac frequency is not enough to exclude the deep donors. Their charge must also stay fixed while the dc voltage changes.

**Proof**

At position x the field is produced by the positive charge between x and W:

|ψ′(x)| = (q/ε)[N_D(W − x) + N_T ∫ₓ^W p(x′) dx′].

Integrate this from 0 to W. The first term gives N_D W²/2. In the second, exchange the order of integration: a charge at x′ contributes for all x between 0 and x′, hence with weight x′. That integral is I. The electron tail at the edge adds θ, as found above, because the edge layer contains no ionized traps. Therefore

ψ_s − θ = (q/ε)(N_D W²/2 + N_T I).  (4)

For the ac signal I is constant, and the argument given before yields C = ε/W. For the dc sweep I may change. Since C⁻² = W²/ε²,

d(C⁻²)/dV_R = (2W/ε²) dW/dV_R,

and the definition of N_app becomes

N_app = ε/(qW dW/dV_R) = (ε/q)(dV_R/dt)/(W dW/dt).

Differentiating (4), with dψ_s = dV_R,

(ε/q) dV_R/dt = N_D W dW/dt + N_T dI/dt.

Division by W dW/dt gives (2).

If the traps are frozen, dI/dt = 0 and the slope gives N_D, even if some traps were already ionized when the sweep began. If they are in equilibrium, p = 1 up to W − λ, so I = (W − λ)²/2 and dI/dt = (W − λ) dW/dt. Inserting this in (2) gives (3).

**Reading the slow-sweep result**

At 4 V, equation (3) gives

N_app = [1 + 0.5(1 − 80.7/228.8)]×10¹⁷ = 1.324×10¹⁷ cm⁻³.

At 0.5, 1 and 2 V it gives 1.180, 1.224 and 1.274×10¹⁷ cm⁻³. The uniform film therefore appears to have a doping that rises with depth. A numerical solution of Poisson's equation, with the electron tail and the thermal trap occupation in place of sharp boundaries, agrees with these four values within 0.04 %.

When W is much larger than λ, N_app approaches N_D + N_T. When the total band bending stays below ψ_λ, fewer than half of the deep donors are ionized at any position; equation (3) then no longer applies, and the slope gives N_D apart from the thermal tail of p.

It is useful to compare the case in which the traps follow the ac signal too. The depletion charge is then Q = q[N_D W + N_T(W − λ)], so

dQ = q(N_D + N_T) dW,
dψ_s = (q/ε)[N_D W + N_T(W − λ)] dW.

Their ratio is C = ε/W₀, with W₀ = W − λN_T/(N_D + N_T). Because λ is constant, dW₀ = dW, and the second line reads dψ_s = (q/ε)(N_D + N_T)W₀ dW₀. The slope now gives N_D + N_T. At 2 V, W₀ = 178.8 − 80.7/3 = 151.9 nm and C = 69.9 nF/cm², against 59.4 nF/cm² at 1 MHz. Raising the frequency thus removes part of the trap contribution from the slope, and a part remains.

**Between slow and frozen**

Behind the sharp boundary y = W − λ, emission obeys dp/dt = e_n(1 − p). A site has p = 0 when the boundary reaches it, so the moving limit of the integral contributes nothing, and

dI/dt = e_n(y²/2 − I).  (5)

This holds for increasing reverse bias; the return sweep, which involves capture, is not treated here. Equations (4) and (5) determine the reading at any sweep rate. The ramps below start from equilibrium at 0 V and end at 4 V, and the slope is taken between 3.5 and 4 V. In units of 10¹⁷ cm⁻³:

0.1 V/s: 1.319
10 V/s: 1.238
10³ V/s: 1.004
10⁵ V/s: 1.000

The ac condition is the same throughout, with the traps frozen on its time scale. The dc sweep rate alone moves the result from the slow value to N_D.

A calculation that follows capture and emission at each position, together with Poisson's equation, gives 1.319, 1.251, 1.005 and 1.000. The largest difference, 1 %, occurs at 10 V/s, where the ramp lasts 0.4 s, comparable with the emission time. The difference comes from the sharp trap boundary: when the local calculation uses the same sharp boundary, it also gives 1.238.

**What distinguishes the deep donors**

Comparing two high frequencies does not help if both are far above the emission rate. At 2 V the capacitances at 10 kHz and 1 MHz differ by 0.0016 % (0.27 % with the field-enhanced emission estimated below), although the slope at 1 MHz contains a trap contribution of 27 % of N_D.

Changing the dc sweep rate does help, provided that the rates compared do not all lie in the slow limit or all in the frozen limit. To read N_D itself from the slope at these voltages, the traps must be frozen during the sweep. For increasing reverse bias, this can be done by sweeping fast enough or by cooling. For decreasing reverse bias both can fail, because the depletion edge moves back towards ionized traps, which then capture electrons quickly. In the zero-field model, a return sweep at 10⁵ V/s from equilibrium at 4 V reads 1.34×10¹⁷ cm⁻³ between 2 and 1.5 V. Speed has a practical limit: at 10⁵ V/s the interval from 3.5 to 4 V lasts only five periods of a 1 MHz signal. At 150 K and increasing reverse bias, the zero-field model gives 1.000×10¹⁷ cm⁻³ already at 0.1 V/s, if the shallow donors remain ionized at that temperature. A plot of N_app against 1/W is a second indication: by (3) it is a straight line with intercept N_D + N_T and slope −N_Tλ. The numerical readings at 1 and 4 V extrapolate to 1.50×10¹⁷ cm⁻³, the total donor density. A shallow doping that varies with depth could produce the same plot, so this evidence is weaker than a dependence on sweep rate.

**Amorphous oxide diodes**

The film thickness, permittivity, mass and shallow density are rough values in the regime of amorphous In-Ga-Zn-O Schottky diodes. The trap density, depth and cross-section are model choices, and a single sharp level is an idealization for a disordered film. Spreading the level by 50 meV (standard deviation) changes the equilibrium reading at 4 V by about 0.02 %. One such step in depth changes the emission rate by a factor of 7, so the deeper part of the spread lags behind a sweep at 0.1 V/s and leaves the reading between 3.5 and 4 V about 0.15 % below that of the single level at the same rate. Heating to 350 K raises the emission rate of the central level from 4.15 to about 155 s⁻¹.

The field matters more. An ionized donor attracts the departing electron, and the field lowers the barrier to its escape (the Poole-Frenkel effect). A one-dimensional estimate with optical permittivity 4 gives an enhancement of up to 2×10⁴ at 4 V, where the peak field is 0.46 MV/cm. If capture is enhanced by the same factor, as detailed balance requires, the equilibrium occupation and the slow reading are unchanged. The fast readings are not: at 10³ V/s the result rises from 1.005 to 1.306×10¹⁷ cm⁻³, and at 10⁵ V/s from 1.000 to 1.042×10¹⁷ cm⁻³. The estimate applies the full barrier lowering in every direction of escape and so tends to overstate the effect. Letting the lowering depend on the direction of escape, and averaging the emission over directions, gives 1.235 and 1.005×10¹⁷ cm⁻³ at these two rates. Phonon-assisted tunnelling out of the traps, left out so far, acts the other way; an estimate that includes it gives 1.250 and 1.007×10¹⁷ cm⁻³. Even so, a sweep rate chosen from the zero-field emission time may be far too slow to freeze the traps.

Other corrections are smaller here. Fermi-Dirac statistics shift the bulk Fermi level by 0.2 meV, and the series resistance of the film, for a mobility of 10 cm²/Vs, gives ωRC ≈ 10⁻⁴ at 1 MHz. Image-force lowering reduces the barrier by 74 meV at 4 V. At this bias the trap level lies above the metal's Fermi level only within about 7 nm of the contact. The traps farther in stay empty, as the model requires, only if few electrons enter from the metal. For thermionic injection over the lowered barrier, an ionized trap captures an electron at no more than about 0.005 s⁻¹ (the value at the boundary of ionized traps, with the injected electrons drifting at a mobility of 10 cm²/Vs), far below the emission rate of 4.15 s⁻¹; a larger leakage current could refill the traps. Band-tail states, leakage current and lateral non-uniformity are left out, and their effect on the reading has not been estimated. The result also requires a film that is not fully depleted; here W reaches 229 nm in the slow sweep and 251 nm with frozen traps, out of 400 nm. The remaining values are in the numerical output.

Table of computed values

```
temperature 300 K; kT/q 25.85 mV
relative permittivity 12; mass ratio 0.34
shallow N_D 1.00e+17, deep N_T 5.00e+16 cm^-3
trap depth 0.60 eV; cross-section 1.0e-15 cm^2; g 2
barrier 0.90 eV; film thickness 400 nm
band density N_c 4.975e+18 cm^-3
Ec-EF in bulk 0.1010 eV; built-in bending 0.7990 V
band bending at half ionization 0.5169 V
emission rate 4.148 1/s; emission time 0.241 s
1 MHz angular frequency / emission rate 1.51e+06
lambda: formula 80.70 nm, Poisson 80.57 nm
Slow dc sweep; densities in 1e17 cm^-3:
V_R(V) W(nm) C_1MHz(nF/cm2) formula Poisson_1MHz Poisson_0Hz
0.5 125.95 84.39 1.1796 1.1800 1.5000
1.0 146.20 72.70 1.2240 1.2243 1.5000
2.0 178.80 59.44 1.2743 1.2746 1.5000
4.0 228.79 46.45 1.3236 1.3239 1.5000
excess of 4 V reading over N_D 32.4 %
intercept at 1/W=0 from 1 V and 4 V: 1.500e+17 cm^-3
Capacitance at 2 V reverse bias:
  1e-03 Hz: 69.948 nF/cm^2
  1e+00 Hz: 67.041 nF/cm^2
  1e+04 Hz: 59.440 nF/cm^2
  1e+06 Hz: 59.439 nF/cm^2
C(10 kHz)/C(1 MHz)-1: 1.63e-05
same with field-enhanced emission: 2.68e-03
dc ramp 0 to 4 V, slope from 3.5 to 4 V, in 1e17 cm^-3:
rate(V/s) Poisson moment_equation Poisson_with_field_emission
1.0e-01 1.3193 1.3189 1.3194
1.0e+01 1.2506 1.2382 1.3194
1.0e+03 1.0050 1.0041 1.3060
1.0e+05 1.0001 1.0000 1.0416
slow-sweep formula, same interval 1.3192 1e17 cm^-3
mesh 0.4 nm against 0.2 nm, 4 V reading -0.0000 %
peak field at 4 V 0.457 MV/cm
optical permittivity for field emission 4
largest field enhancement of emission at 4 V 2.03e+04
Fermi-Dirac shift of bulk Fermi level 0.184 meV
level spread 50 meV: reading shift 0.017 %
one-spread change of emission rate: factor 6.92
tunnelling energy E00 3.56 meV
image-force barrier lowering at 4 V 74.0 meV
mobility 10 cm^2/Vs: omega*R*C at 1 MHz 1.24e-04
emission rate at 350 K 155.5 1/s
```
